# Why linear inequalities do not guarantee elastic stability of orthorhombic crystals: verification in Python

```python
# Result under test: for an orthorhombic crystal at zero stress the usual linear
# inequalities on the elastic constants are necessary but NOT sufficient.
# Exact conditions: C44, C55, C66 > 0 and leading minors D1, D2, D3 > 0 of the
# 3x3 normal block A = [[C11,C12,C13],[C12,C22,C23],[C13,C23,C33]].
# Energy density U = (1/2) e^T C e, engineering shear strains, constants in GPa.
import numpy as np
import sympy as sp
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(7)
SHEAR = np.array([60.0, 70.0, 80.0])  # C44, C55, C66
PAIRS = [(0, 1), (0, 2), (1, 2)]


def block(c11, c22, c33, c12, c13, c23):
    return np.array([[c11, c12, c13], [c12, c22, c23], [c13, c23, c33]], float)


def linear_values(A):
    """Diagonals, three pair expressions, total sum; works on stacks."""
    vals = [A[..., i, i] for i in range(3)]
    vals += [A[..., i, i] + A[..., j, j] - 2 * A[..., i, j] for i, j in PAIRS]
    vals.append(A.sum(axis=(-1, -2)))
    return np.stack(vals, axis=-1)


def minors(A):
    d1 = A[..., 0, 0]
    d2 = A[..., 0, 0] * A[..., 1, 1] - A[..., 0, 1] ** 2
    d3 = (A[..., 0, 0] * A[..., 1, 1] * A[..., 2, 2]
          + 2 * A[..., 0, 1] * A[..., 0, 2] * A[..., 1, 2]
          - A[..., 0, 0] * A[..., 1, 2] ** 2
          - A[..., 1, 1] * A[..., 0, 2] ** 2
          - A[..., 2, 2] * A[..., 0, 1] ** 2)
    return np.stack([d1, d2, d3], axis=-1)


def full_tensor(A):
    C = np.zeros((6, 6))
    C[:3, :3] = A
    C[3:, 3:] = np.diag(SHEAR)
    voigt = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
    return C[voigt[:, :, None, None], voigt[None, None, :, :]]


def lowest_wave_stiffness(A, points=151):
    """Lowest Christoffel eigenvalue (density * speed^2) over one octant."""
    angle = np.linspace(0, np.pi / 2, points)
    th, ph = np.meshgrid(angle, angle, indexing="ij")
    n = np.stack([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph),
                  np.cos(th)], axis=-1).reshape(-1, 3)
    nn = (n[:, :, None] * n[:, None, :]).reshape(-1, 9)
    T = full_tensor(A).transpose(1, 3, 0, 2).reshape(9, 9)
    return np.linalg.eigvalsh((nn @ T).reshape(-1, 3, 3)).min()


# Symbolic check of the completed squares
a, b, c, d, f, g, x, y, z = sp.symbols("a b c d f g x y z")
S = sp.Matrix([[a, d, f], [d, b, g], [f, g, c]])
v = sp.Matrix([x, y, z])
m2, m3 = S[:2, :2].det(), S.det()
squares = (a * (x + (d * y + f * z) / a) ** 2
           + m2 / a * (y + (a * g - d * f) / m2 * z) ** 2 + m3 / m2 * z ** 2)
assert sp.cancel(sp.together((v.T * S * v)[0] - squares)) == 0

# Three sets of model constants
sets = {
    "P": block(400, 100, 300, 220, 50, 50),
    "Q": block(200, 220, 240, 160, 170, 20),
    "R": block(20, 95, 395, 50, 100, 200),
}
print("C44, C55, C66 (all sets):", *SHEAR, "GPa")
soft = {}
for name, A in sets.items():
    lin, det = linear_values(A), minors(A)
    pair_minors = [A[i, i] * A[j, j] - A[i, j] ** 2 for i, j in PAIRS]
    w, V = np.linalg.eigh(A)
    vec = V[:, 0] * np.sign(V[np.argmax(abs(V[:, 0])), 0])
    soft[name] = vec
    assert np.all(lin > 0) and np.all(SHEAR > 0)
    assert w[0] < 0 and not np.all(det > 0)
    assert np.isclose(det[2], np.prod(w), rtol=1e-9)
    print(f"{name}: C11, C22, C33 =", *np.diag(A), "GPa")
    print(f"{name}: C12, C13, C23 =", A[0, 1], A[0, 2], A[1, 2], "GPa")
    print(f"{name}: pair tests 12, 13, 23 =", *lin[3:6], "GPa")
    print(f"{name}: sum test = {lin[6]:.1f} GPa")
    print(f"{name}: pair minors 12, 13, 23 =", *pair_minors, "GPa^2")
    print(f"{name}: D3 = {det[2]:.0f} GPa^3")
    print(f"{name}: eigenvalues =", *[f"{q:.3f}" for q in w], "GPa")
    if name != "R":
        print(f"{name}: soft unit strain =", *[f"{q:.4f}" for q in vec])
        strain = 0.01 * vec
        energy = 0.5 * strain @ A @ strain * 1000
        assert energy < 0
        print(f"{name}: U at soft strain of norm 0.01 = {energy:.4f} MJ/m^3")

P, Q, R = sets["P"], sets["Q"], sets["R"]
assert minors(P)[1] < 0
assert all(Q[i, i] * Q[j, j] > Q[i, j] ** 2 for i, j in PAIRS)
assert minors(Q)[2] < 0
assert minors(R)[2] > 0 and minors(R)[1] < 0
assert np.sum(np.linalg.eigvalsh(R) < 0) == 2

# Set P: relaxed two-axis strain and limits on C12
e2 = 0.01
numerical = minimize_scalar(
    lambda t: 0.5 * np.array([t * e2, e2, 0]) @ P @ np.array([t * e2, e2, 0]))
s = P[0, 1] / P[0, 0]
pair_stiffness = P[1, 1] - P[0, 1] ** 2 / P[0, 0]
assert np.isclose(numerical.x, -s, atol=1e-5)
assert np.isclose(numerical.fun, 0.5 * pair_stiffness * e2 ** 2, rtol=1e-7)


def lowest_with_c12(c12):
    trial = P.copy()
    trial[0, 1] = trial[1, 0] = c12
    return np.linalg.eigvalsh(trial)[0]


limit_direct = brentq(lowest_with_c12, 0, 250)
limit_formula = (P[0, 2] * P[1, 2] + np.sqrt(
    (P[0, 0] * P[2, 2] - P[0, 2] ** 2)
    * (P[1, 1] * P[2, 2] - P[1, 2] ** 2))) / P[2, 2]
assert np.isclose(limit_direct, limit_formula, rtol=1e-9)
print(f"P: relaxed strain ratio e1/e2 = {numerical.x:.4f}")
print(f"P: relaxed pair stiffness 2U/e2^2 = {pair_stiffness:.3f} GPa")
print(f"P: U at e2 = {e2}, e1 relaxed = {numerical.fun*1000:.4f} MJ/m^3")
print(f"P: arithmetic-mean limit on C12 = {(P[0,0]+P[1,1])/2:.2f} GPa")
print(f"P: geometric-mean limit on C12 = {np.sqrt(P[0,0]*P[1,1]):.2f} GPa")
print(f"P: full stability limit on C12 = {limit_direct:.2f} GPa")

# Sound waves: soft pair strain as a wave, and a stable-wave counterexample
pol = np.array([-np.sqrt(s), 1, 0]) / np.sqrt(1 + s)
direction = np.array([np.sqrt(s), 1, 0]) / np.sqrt(1 + s)
wave_P = np.einsum("ijkl,i,j,k,l", full_tensor(P), pol, direction, pol, direction)
assert np.isclose(wave_P, pair_stiffness / (1 + s) ** 2, rtol=1e-10)
assert wave_P < 0
low_P, low_Q = lowest_wave_stiffness(P), lowest_wave_stiffness(Q)
assert low_P < 0 < low_Q
shifted = Q.copy()
shifted[1, 2] += 2 * SHEAR[0]
shifted[2, 1] = shifted[1, 2]
shifted_eigs = np.linalg.eigvalsh(shifted)
assert shifted_eigs[0] > 0
for _ in range(200):
    p, k = rng.normal(size=(2, 3))
    direct = np.einsum("ijkl,i,j,k,l", full_tensor(Q), p, k, p, k)
    e = p * k
    remainder = (SHEAR[0] * (p[1] * k[2] - p[2] * k[1]) ** 2
                 + SHEAR[1] * (p[0] * k[2] + p[2] * k[0]) ** 2
                 + SHEAR[2] * (p[0] * k[1] + p[1] * k[0]) ** 2)
    assert np.isclose(direct, e @ shifted @ e + remainder, rtol=1e-8, atol=1e-8)
print("P: wave direction =", *[f"{q:.4f}" for q in direction])
print("P: wave polarization =", *[f"{q:.4f}" for q in pol])
print(f"P: stiffness of this wave = {wave_P:.3f} GPa")
print(f"P: lowest wave stiffness on grid = {low_P:.3f} GPa")
print(f"Q: lowest wave stiffness on grid = {low_Q:.3f} GPa")
print(f"Q: C23 + 2 C44 = {shifted[1,2]:.1f} GPa")
print(f"Q: D3 with this replacement = {minors(shifted)[2]:.0f} GPa^3")
print(f"Q: lowest eigenvalue with it = {shifted_eigs[0]:.3f} GPa")

# A long finite list of necessary linear tests is still defeated
n_tests = 500
G = rng.normal(size=(n_tests, 3, 2))
weights = G @ G.transpose(0, 2, 1)
usual = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1], [1, -1, 0],
                  [1, 0, -1], [0, 1, -1], [1, 1, 1]], float)
weights = np.concatenate([weights, usual[:, :, None] * usual[:, None, :]])
n = np.array([1, 2, 4]) / np.sqrt(21)
along = np.einsum("i,kij,j->k", n, weights, n)
across = np.trace(weights, axis1=1, axis2=2) - along
depth = 0.5 * np.min(along / across)
bad = np.outer(n, n) - depth * (np.eye(3) - np.outer(n, n))
assert np.all(np.einsum("kij,ji->k", weights, bad) > 0)
assert np.sum(np.linalg.eigvalsh(bad) < 0) == 2
print(f"Linear tests in extended list = {len(weights)}")
print(f"Negative/positive eigenvalue size ratio = {depth:.3e}")

# Random sample: exact minors against diagonalization; linear false passes
N = 100000
diag = rng.uniform(50, 500, size=(N, 3))
off = rng.uniform(0, 300, size=(N, 3))
A = np.zeros((N, 3, 3))
for i in range(3):
    A[:, i, i] = diag[:, i]
for q, (i, j) in enumerate(PAIRS):
    A[:, i, j] = A[:, j, i] = off[:, q]
lowest = np.linalg.eigvalsh(A)[:, 0]
stable = lowest > 0
clear = abs(lowest) > 1e-8  # leave out only rounding-level ties
by_minors = np.all(minors(A) > 0, axis=1)
by_linear = np.all(linear_values(A) > 0, axis=1)
assert np.array_equal(by_minors[clear], stable[clear])
assert np.all(by_linear[stable & clear])
false_pass = by_linear & ~stable
assert false_pass.sum() > 0
print("Sample: Cii uniform in 50-500, Cij in 0-300 GPa")
print(f"Sample size = {N}")
print(f"Pass linear tests = {by_linear.sum()}")
print(f"Truly stable = {stable.sum()}")
print(f"False passes = {false_pass.sum()}")
print(f"False share of passes = {100*false_pass.sum()/by_linear.sum():.1f} %")

print("ALL CHECKS PASSED")
```

It prints:

```
C44, C55, C66 (all sets): 60.0 70.0 80.0 GPa
P: C11, C22, C33 = 400.0 100.0 300.0 GPa
P: C12, C13, C23 = 220.0 50.0 50.0 GPa
P: pair tests 12, 13, 23 = 60.0 600.0 300.0 GPa
P: sum test = 1440.0 GPa
P: pair minors 12, 13, 23 = -8400.0 117500.0 27500.0 GPa^2
P: D3 = -2670000 GPa^3
P: eigenvalues = -17.676 281.971 535.705 GPa
P: soft unit strain = -0.4587 0.8861 -0.0673
P: U at soft strain of norm 0.01 = -0.8838 MJ/m^3
Q: C11, C22, C33 = 200.0 220.0 240.0 GPa
Q: C12, C13, C23 = 160.0 170.0 20.0 GPa
Q: pair tests 12, 13, 23 = 100.0 100.0 420.0 GPa
Q: sum test = 1360.0 GPa
Q: pair minors 12, 13, 23 = 18400.0 19100.0 52400.0 GPa^2
Q: D3 = -934000 GPa^3
Q: eigenvalues = -9.690 209.418 460.272 GPa
Q: soft unit strain = 0.7437 -0.4773 -0.4681
Q: U at soft strain of norm 0.01 = -0.4845 MJ/m^3
R: C11, C22, C33 = 20.0 95.0 395.0 GPa
R: C12, C13, C23 = 50.0 100.0 200.0 GPa
R: pair tests 12, 13, 23 = 15.0 215.0 90.0 GPa
R: sum test = 1210.0 GPa
R: pair minors 12, 13, 23 = -600.0 -2100.0 -2475.0 GPa^2
R: D3 = 13000 GPa^3
R: eigenvalues = -5.000 -5.000 520.000 GPa
P: relaxed strain ratio e1/e2 = -0.5500
P: relaxed pair stiffness 2U/e2^2 = -21.000 GPa
P: U at e2 = 0.01, e1 relaxed = -1.0500 MJ/m^3
P: arithmetic-mean limit on C12 = 250.00 GPa
P: geometric-mean limit on C12 = 200.00 GPa
P: full stability limit on C12 = 197.81 GPa
P: wave direction = 0.5957 0.8032 0.0000
P: wave polarization = -0.5957 0.8032 0.0000
P: stiffness of this wave = -8.741 GPa
P: lowest wave stiffness on grid = -8.930 GPa
Q: lowest wave stiffness on grid = 13.673 GPa
Q: C23 + 2 C44 = 140.0 GPa
Q: D3 with this replacement = 1754000 GPa^3
Q: lowest eigenvalue with it = 36.655 GPa
Linear tests in extended list = 507
Negative/positive eigenvalue size ratio = 6.434e-04
Sample: Cii uniform in 50-500, Cij in 0-300 GPa
Sample size = 100000
Pass linear tests = 61254
Truly stable = 46949
False passes = 14305
False share of passes = 23.4 %
ALL CHECKS PASSED
```
